Amplitude-Dependent Frequency from Cubic and Quartic Terms: Lindstedt's Method

**1. What symmetry and dimensions fix**

A particle of mass m moves along one coordinate x in the potential

V(x) = kx²/2 + gx³/3 + hx⁴/4, k > 0.

"Cubic" and "quartic" name the terms of V; the corresponding forces are −gx² and −hx³. The motion is classical, undamped and undriven, and the orbit is bounded around x = 0. Its angular frequency is ω, with ω₀ = √(k/m) in the harmonic limit. The amplitude A is the coefficient of cos ωt in the Fourier series of x(t), with t = 0 at a turning point.

The constants k, g and h have the dimensions of energy divided by length squared, cubed and to the fourth power. With energy, length and time as the base dimensions, the mass is energy × time²/length². It alone contains time, so it cannot enter a dimensionless combination with k, g, h and A. Therefore

ω/ω₀ − 1 = F(gA/k, hA²/k).

Now reflect the coordinate, x → −x. This reverses g, leaves k and h alone, and cannot change the period. The reflected orbit has fundamental coefficient −A, which a shift of the time origin by half a period turns back into A. Hence F is even in g. If F has a power series, a term linear in g is forbidden and the lowest terms are

ω/ω₀ − 1 = c₄hA²/k + c₃g²A²/k² + O(A⁴).

The quartic term acts at first order and the cubic term at second order, yet both give A². Neither may be dropped on the ground that the other is of lower order. Symmetry leaves two pure numbers to be found, c₄ and c₃.

**2. Why the frequency must be expanded too**

With α = g/m and β = h/m, Newton's equation is

d²x/dt² + ω₀²x + αx² + βx³ = 0.

Suppose x is expanded in powers of the amplitude with the frequency held at ω₀. At third order a force per unit mass S cos ω₀t then drives an oscillator whose own frequency is ω₀. The response is

(S/2ω₀) t sin ω₀t,

as substitution confirms. It grows without limit although the true motion is bounded. The growth is a frequency shift expanded in time: for a small shift δ,

A cos(ω₀t + δt) ≈ A cos ω₀t − Aδ t sin ω₀t.

This is useful only while |δ|t is small. Lindstedt's method puts the shift into the phase from the start.

Let τ = ωt, let a prime denote d/dτ, and let ε count powers of amplitude (ε = 1 at the end):

ω²x″ + ω₀²x + αx² + βx³ = 0,

x = εx₁ + ε²x₂ + ε³x₃ + …,

ω = ω₀ + εω₁ + ε²ω₂ + ….

It follows that ω² = ω₀² + 2εω₀ω₁ + ε²(ω₁² + 2ω₀ω₂) + …. To keep the definition of A, all of the cos τ component is placed in x₁.

**3. The expansion**

First order gives x₁″ + x₁ = 0, so x₁ = A cos τ.

At second order, x₁″ = −A cos τ and cos²τ = (1 + cos 2τ)/2 give

ω₀²(x₂″ + x₂) = 2ω₀ω₁A cos τ − (αA²/2)(1 + cos 2τ).

A periodic x₂ requires the resonant cos τ source to vanish, so ω₁ = 0. For the constant source, x₂″ = 0. For the cos 2τ source, x₂″ + x₂ multiplies the coefficient by 1 − 4 = −3. Thus

x₂ = a₀ + a₂ cos 2τ,

a₀ = −αA²/(2ω₀²), a₂ = αA²/(6ω₀²).

At third order, with ω₁ = 0,

ω₀²(x₃″ + x₃) = 2ω₀ω₂A cos τ − 2αx₁x₂ − βx₁³.

The products follow from cos τ cos 2τ = (cos τ + cos 3τ)/2 and cos³τ = (3 cos τ + cos 3τ)/4:

2αx₁x₂ = 2αA[(a₀ + a₂/2) cos τ + (a₂/2) cos 3τ]

= (α²A³/ω₀²)[(−1 + 1/6) cos τ + (1/6) cos 3τ],

βx₁³ = βA³[(3/4) cos τ + (1/4) cos 3τ].

Again the coefficient of cos τ must vanish:

2ω₀ω₂A + 5α²A³/(6ω₀²) − 3βA³/4 = 0.

Division by 2ω₀A gives

ω₂ = [3β/(8ω₀) − 5α²/(12ω₀³)]A².

The cos 3τ terms give x₃ = a₃ cos 3τ. Here x₃″ + x₃ multiplies the coefficient by −8, so

a₃ = A³[α²/(48ω₀⁴) + β/(32ω₀²)].

In terms of the potential constants, the result to implement is

ω/ω₀ − 1 = CA² + O(A⁴), C = 3h/(8k) − 5g²/(12k²).

The pure numbers are c₄ = 3/8 and c₃ = −5/12.

**4. The sign of the cubic part**

The term containing g² is negative for either sign of g. Its two sources can be read from the bracket a₀ + a₂/2 above. Dividing that part of the force by 2ω₀²A gives

cubic part of ω/ω₀ − 1 = (g/k)(a₀ + a₂/2)

= (g²A²/k²)(−1/2 + 1/12).

The first contribution comes from the mean displacement a₀ = −gA²/(2k), which lies on the softer side of the well. The local stiffness there is

V″(a₀) ≈ k + 2ga₀ = k − g²A²/k.

The frequency varies as the square root of stiffness, so its relative change is −g²A²/(2k²). The second harmonic returns one sixth of this with the opposite sign.

The quartic part has the sign of h. At this order the two parts cancel when

h = 10g²/(9k),

and the A⁴ terms then decide the shift. Softening does not require a second well. Since V′ = x(k + gx + hx²), x = 0 is the single stationary point when h > g²/(4k). For g ≠ 0, a well with h between g²/(4k) and 10g²/(9k) has one minimum and softens at small amplitude; above the upper value it hardens.

**5. Conventions that change the coefficients**

If the input consists of derivatives at the minimum, Φ₃ = V‴(0) and Φ₄ = V⁗(0), then g = Φ₃/2 and h = Φ₄/6, so

C = Φ₄/(16k) − 5Φ₃²/(48k²).

The definition of amplitude also matters. Half the distance between turning points is A + a₃, which differs from A at third order, so C is unchanged. The right-hand turning point X, measured from x = 0, is instead

X = A + a₀ + a₂ + … = A − gA²/(3k) + ….

Inverting gives A² = X² + 2gX³/(3k) + …. A fit of frequency against X² therefore contains an X³ term, which is absent when A is used.

**6. A case with a closed answer**

The Morse potential V = D(1 − e^(−ax))² gives an independent check. Its expansion is

V = D[a²x² − a³x³ + (7/12)a⁴x⁴ + …],

so k = 2Da², g = −3Da³ and h = 7Da⁴/3. Substitution gives

C = 7a²/16 − 15a²/16 = −a²/2.

For the exact period at energy E < D, put u = e^(ax). Then dx = du/(au), and

E − V = [−(D − E)u² + 2Du − D]/u².

The factors of u cancel in dt = dx√(m/2)/√(E − V). The integral of 1/√(−pu² + 2Du − D) between its roots is π/√p, here with p = D − E. Doubling for the return journey,

T = 2π√(m/2)/[a√(D − E)],

ω = 2π/T = ω₀√(1 − E/D).

At small amplitude E ≈ kA²/2 = Da²A², so ω/ω₀ − 1 ≈ −a²A²/2, in agreement with C. The quartic term alone would harden this potential; the larger cubic contribution reverses the sign.

**7. The quantum level spacing**

In atomic units ħ = 1. Let s² = 1/(2mω₀). The quartic term shifts level n at first order by

(h/4)⟨x⁴⟩ = (h/4)·3s⁴(2n² + 2n + 1).

The cubic term has no diagonal element, so it starts at second order. The operator x³ connects n to n ± 1 and n ± 3. Its squared elements, in units of s⁶, are 9(n+1)³, 9n³, (n+1)(n+2)(n+3) and n(n−1)(n−2) for the changes +1, −1, +3 and −3. With the energy denominators,

ΔE = (g²s⁶/9ω₀)[−9(n+1)³ + 9n³ − (n+1)(n+2)(n+3)/3 + n(n−1)(n−2)/3]

= −(g²s⁶/9ω₀)(30n² + 30n + 11).

Between n and n+1, the polynomial 2n² + 2n + 1 grows by 4(n+1) and 30n² + 30n + 11 grows by 60(n+1). Inserting s² and k = mω₀² gives

(Eₙ₊₁ − Eₙ)/ω₀ − 1 = 2C(n+1)/(mω₀).

This is the classical formula with A² = 2J/(mω₀) and action J = n+1. The same C therefore serves both descriptions at leading order.

**8. Worked example: a copper surface atom**

Consider an atom on a (100) copper surface in a chip interconnect, moving along the surface normal while its neighbours are held still. The two directions along the normal are not equivalent, so a cubic term is allowed. The round model parameters are

m = 64 u, k = 3 eV/Å², g = −3 eV/Å³, h = 1 eV/Å⁴, A = 0.15 Å.

The harmonic quantum ħω₀ is 14.0 meV. The coefficients are

quartic: 3 × 1/(8 × 3) = 0.1250 Å⁻²,

cubic: −5 × 9/(12 × 9) = −0.4167 Å⁻²,

C = −0.2917 Å⁻².

Multiplication by A² = 0.0225 Å² gives +0.281% from the quartic term and −0.938% from the cubic term. The total is −0.656% of ω₀, or −0.092 meV (−0.022 THz). Keeping the quartic term alone would give the wrong sign. The chosen h lies between the single-well limit, 0.75 eV/Å⁴, and the cancellation value, 3.33 eV/Å⁴.

An exact orbit follows from the energy integral. Let x₊ and x₋ be the turning points and write E − V = (x₊ − x)(x − x₋)Q(x). With x = (x₊ + x₋)/2 + [(x₊ − x₋)/2] cos θ, the endpoint singularities cancel:

T = √(m/2) ∫₀^2π dθ/√Q.

The energy is adjusted until the numerical Fourier coefficient of cos ωt is 0.15 Å. This quadrature gives a shift of −0.6556%, against −0.6562% from the formula. The difference is about 0.1% of the shift. Such closeness is particular to these constants: the expansion quantities g²A²/k² = 0.0225 and hA²/k = 0.0075 do not by themselves promise it.

The same orbit has a mean displacement of 0.0113 Å and a second-harmonic coefficient of −0.0038 Å. Through (g/k)(a₀ + a₂/2) they contribute −1.128% and +0.188%, which shows the partial compensation of section 4.

A small shift matters over many cycles. An uncorrected cosine is half a cycle out after 0.5/0.00656 ≈ 76 cycles. The equation of motion was integrated for that time by an eighth-order Runge–Kutta method, starting at rest from the displacement given by the series. During the last cycle the largest error of the plain cosine A cos ω₀t was 0.31 Å, about twice the amplitude. For the series with corrected frequency and harmonics through cos 3τ it was 0.0006 Å.

For the lowest quantum transition, ħ/(mω₀) = 0.00467 Å², so the formula gives 2 × 0.00467 × (−0.2917) = −0.272%. Diagonalizing the Hamiltonian in 50 harmonic-oscillator states gives −0.2725%, against −0.2722% from the formula before rounding.

**9. Temperature**

For a harmonic oscillator in classical equilibrium the mean energy is k_BT, and E = kA²/2. Hence ⟨A²⟩ = 2k_BT/k. If each orbit counts by its Boltzmann weight alone, the mean frequency shifts at leading order by

⟨ω⟩/ω₀ − 1 = 2Ck_BT/k.

At 400 K, k_BT = 34.5 meV and the root-mean-square A is 0.152 Å, close to the chosen amplitude. This value assumes fixed neighbours; in the harmonic bond model of section 11 with moving neighbours, the mean-square normal displacement of the surface atom is about 1.7 times larger. The formula gives −0.670%. Averaging the exact ω(E) with the Boltzmann factor over phase space, where an energy interval dE has weight proportional to T(E)dE, gives −0.684%. Higher orders therefore change this mean shift by about 2% of its value.

A vibrational spectrum weights the orbits differently. The power of x(t) near the fundamental is proportional to A², so the power-weighted mean frequency of that line shifts by C⟨A⁴⟩/⟨A²⟩ at leading order. The harmonic energy has an exponential distribution, for which ⟨A⁴⟩ = 2⟨A²⟩². The weighted mean therefore shifts by 4Ck_BT/k, twice the mean above, or −1.34% at 400 K. The line is skewed, however. Its power varies with orbit energy as E e^(−E/k_BT), which is largest at E = k_BT, so the maximum of the line shifts by only 2Ck_BT/k.

Quantum statistics multiplies the harmonic ⟨A²⟩ by y coth y, with y = ħω₀/(2k_BT). Here the factor is 1.014. The factor rises to 1.08 at k_BT = ħω₀ and keeps growing as the temperature falls further.

**10. Where the negative sign can fail**

The sign rule concerns one coordinate. A lattice mode can also drive other modes through cubic coupling. Take two coordinates of unit mass with

V = w₁²x²/2 + w₂²y²/2 + cx²y,

and let y move only in response to x = A cos ωt. At leading order,

d²y/dt² + w₂²y = −(cA²/2)(1 + cos 2ωt),

y = −(cA²/2)[1/w₂² + cos 2ωt/(w₂² − 4w₁²)].

The force on x is −w₁²x − 2cxy. In the product xy, the constant part of y contributes fully to cos ωt and the cos 2ωt part contributes half. Balancing cos ωt gives

ω² − w₁² = −c²A²[1/w₂² + 1/(2(w₂² − 4w₁²))],

ω − w₁ ≈ −(c²A²/2w₁)[1/w₂² + 1/(2(w₂² − 4w₁²))].

For w₂ > 2w₁ both terms in the bracket are positive and the shift is negative. For w₂ < 2w₁ the second is negative, because y is driven above its own frequency. It wins when 3w₂² > 8w₁². The cubic shift is therefore positive for

√(8/3) < w₂/w₁ < 2,

that is, between 1.633 and 2.

Periodic orbits were computed for w₁ = c = 1 by releasing both coordinates from rest at x = 0.05 and adjusting the initial y until the orbit closed. At w₂ = 1.8 the shift divided by x(0)² was +0.173, against +0.175 from the formula; at w₂ = 2.5 both values were −0.191. Close to w₂ = 2w₁ the formula fails, because the response y is no longer small. It also omits the shift caused by any independent excitation of y.

**11. How far the example represents copper**

The parameters can be compared with a rough copper-like bond model. Each nearest-neighbour bond is a Morse potential with depth 0.35 eV, inverse width 1.4 Å⁻¹ and length 2.6 Å. The surface atom has four neighbours in its plane and four below, the latter at 45° to the normal. Expanding the summed energy along the normal gives k = 2.74 eV/Å², g = −2.96 eV/Å³ and h = 1.02 eV/Å⁴, near the round values. At the same A, these constants give a shift of −0.773%; the exact orbit in this potential expanded through eighth order gives −0.763%. This supports the size of the example, but the bonds are not fitted to copper, and a covered interconnect surface has further bonds that the model lacks.

The assumption that real copper breaks most strongly, among those sized here, is that the neighbours stand still. Let every bond have harmonic stiffness κ. The atom's own stiffness along the normal is 4κ/2 = 2κ. Each lower neighbour couples to this motion with strength κ/√2, and the root of the four summed squares is √2κ. The couplings to the atom's own lateral displacements cancel by symmetry. For equal masses m, the lattice modes are the eigenvectors of K/m, where K is the stiffness matrix. Let the index 0 denote the atom's normal displacement, and weight each mode by its share in that displacement. Then ω² has the mean K₀₀/m and the variance [(K²)₀₀ − K₀₀²]/m², which is the sum of the squared couplings divided by m². The root-mean-square spread of ω² is therefore √2κ/(2κ) = 71% of its mean. Diagonalizing a free 98-atom cluster with a (100) face gives the corresponding spread in ω: 32% of the fixed-neighbour frequency. This falls by about 0.6 percentage point, to 31.5%, for a thick periodic slab.

That spread is roughly fifty times the anharmonic shift. The −0.66% is thus a change in a local, fixed-neighbour frequency and should not be read as the displacement of a measured phonon line. For a lattice calculation, C is the self-interaction of one chosen mode; the couplings of section 10, the thermal motion of the other modes and thermal expansion must be added before the sign of the total shift is known. Expansion can be the larger term. In the bond model a uniform 0.5% dilation, with the atom at its dilated site, lowers the local frequency by 2.0%, whereas the change nearly vanishes if the atom alone relaxes along the normal.
